\section*{Polarization from Exchange Striction between G-Type Sublattices in Orthorhombic Ferrites, part 1}

(Sections cited here and not found follow in the second part.)

\section{Symmetry, coupling and the polarization formula}

\subsection{What symmetry allows}

Isotropic exchange between a rare-earth spin and an iron spin enters the energy through the scalar product $\mathbf S_R\cdot\mathbf S_{Fe}$. A common rotation of all spins leaves this product unchanged. A crystal operation therefore acts on the exchange energy by permuting sites, and the direction of the spin axis in the crystal does not matter. This fixes the form of the polarization before any exchange constant is known.

The ferrite $R$FeO$_3$ has space group $Pbnm$, with four formula units in a cell of edges $a,b,c$. In fractional coordinates the rare-earth sites are
\begin{align}
R_1&=(x,y,\tfrac14), & R_2&=(\tfrac12-x,\tfrac12+y,\tfrac14),\nonumber\\
R_3&=(-x,-y,\tfrac34), & R_4&=(\tfrac12+x,\tfrac12-y,\tfrac34),
\end{align}
and the iron sites are
\begin{equation}
F_1=(\tfrac12,0,0),\quad F_2=(0,\tfrac12,0),\quad F_3=(\tfrac12,0,\tfrac12),\quad F_4=(0,\tfrac12,\tfrac12).
\end{equation}
Iron sits on inversion centres and the rare earth on mirror planes. Up to translations, the group is generated by the glide $\beta:(x,y,z)\to(\frac12-x,\frac12+y,z)$, the inversion $I:(x,y,z)\to(-x,-y,-z)$ and the mirror $m:(x,y,z)\to(x,y,\frac12-z)$.

Both magnetic orders are taken to be commensurate, with the magnetic cell equal to the crystal cell. Let $\eta_i=\pm1$ be the sign of iron spin $i$ along its sublattice axis, and $\zeta_j=\pm1$ the same for the rare earth. In the G pattern, nearest neighbours of the same species are opposite, so in the site order above
\begin{equation}
\eta=(+,-,-,+),\qquad \zeta=(+,-,-,+).
\end{equation}
The other rare-earth patterns are F $=(+,+,+,+)$, A $=(+,+,-,-)$ and C $=(+,-,+,-)$.

The glide exchanges $F_1$ with $F_2$ and $F_3$ with $F_4$, which reverses the iron pattern. Inversion returns each iron site to itself up to a lattice translation. The mirror exchanges $F_1$ with $F_3$ and $F_2$ with $F_4$, which again reverses the pattern. Under $(\beta,I,m)$ the iron pattern therefore has the signs $(-,+,-)$.

For the rare earth, the glide exchanges $R_1$ with $R_2$ and $R_3$ with $R_4$. Inversion exchanges $R_1$ with $R_3$ and $R_2$ with $R_4$. The mirror keeps every site. The signs of the four rare-earth patterns, and of their products with the iron pattern, are
\begin{equation}
\begin{array}{c|c|c}
\text{R pattern}&\zeta&\zeta\eta\\ \hline
\mathrm F&(+,+,+)&(-,+,-)\\
\mathrm A&(+,-,+)&(-,-,-)\\
\mathrm C&(-,+,+)&(+,+,-)\\
\mathrm G&(-,-,+)&(+,-,-)
\end{array}
\end{equation}
A polarization component transforms like the corresponding coordinate. Its signs are $(-,-,+)$ for $P_a$, $(+,-,+)$ for $P_b$ and $(+,-,-)$ for $P_c$. Only the G row matches a polar component, and that component is $P_c$. To lowest order in the two magnetic orders,
\begin{equation}
P_c\propto \mathbf L_R\cdot\mathbf L_F ,
\label{eq:form}
\end{equation}
where $\mathbf L_R$ and $\mathbf L_F$ are the staggered spins of the two sublattices.

A product of one pattern with itself is even under inversion, because $(\pm1)^2=+1$. Rare-earth--rare-earth or iron--iron striction within a single pattern therefore cannot produce a uniform polarization. Two antiferromagnetic orders are also not sufficient: for striction between the two species, G-type iron requires a G component of the rare-earth order.

The direction holds beyond lowest order as long as the spin Hamiltonian is isotropic. The glide $\beta$ reverses both G patterns. A common spin rotation by $\pi$ about the normal to the plane of the two spin axes undoes this reversal. The combined operation is a symmetry of the ordered state and forbids $P_a$. The glide $n:(x,y,z)\to(\frac12+x,\frac12-y,\frac12+z)$ takes $F_1$ to $F_4$ and $R_1$ to $R_4$, so it preserves both patterns; it forbids $P_b$. Spin--orbit coupling can remove these protections and is not included here.

\subsection{Model and theorem}

The rare-earth--iron exchange energy is
\begin{equation}
E_{RF}=\sum_{\langle j,i\rangle}J(r_{ji})\,\mathbf S_j\cdot\mathbf S_i ,
\label{eq:exchange}
\end{equation}
where each pair is counted once and $J>0$ is antiferromagnetic. The ordered spins are
\begin{equation}
\mathbf S_j=\zeta_jS_R\sigma_R\mathbf e_R,\qquad
\mathbf S_i=\eta_iS_F\sigma_F\mathbf e_F,\qquad
\mathbf e_R\cdot\mathbf e_F=\cos\theta ,
\end{equation}
with $0\le\sigma_R,\sigma_F\le1$. Fluctuations of the two species are assumed uncorrelated, so the thermal mean of the product in (\ref{eq:exchange}) is the product of the means. It is convenient to define
\begin{equation}
g=S_RS_F\,\sigma_R\sigma_F\cos\theta .
\end{equation}

The lattice is described by three rigid sublattices: the rare earth, iron, and an oxygen cage. Their displacements along $c$ are $u_R,u_F,u_O$. Let $q_R=u_R-u_O$ and $q_F=u_F-u_O$. Without a direct spring between the rare earth and iron, the elastic energy per formula unit is
\begin{equation}
U_{el}=\tfrac12K_Rq_R^2+\tfrac12K_Fq_F^2 .
\label{eq:elastic}
\end{equation}
The Born charges are $Z_R$ and $Z_F$ in units of the elementary charge $e>0$, and $V$ is the volume per formula unit. Strain is held fixed, and the macroscopic electric field is zero, as in a sample with short-circuited electrodes.

\paragraph{Theorem.} Under these assumptions, G-type order on both sublattices gives
\begin{equation}
\boxed{P_c=-\frac{e\Lambda g}{V}\left(\frac{Z_R}{K_R}-\frac{Z_F}{K_F}\right)}
\label{eq:main}
\end{equation}
to leading order in the displacements, with
\begin{equation}
\Lambda=\sum_{i=1}^{8}\eta_iJ'(r_i)\frac{z_R-z_i}{r_i}.
\label{eq:lambda}
\end{equation}
The sum runs over the eight nearest iron neighbours of the reference site $R_1$, for which $\zeta=+1$.

The dimensions are consistent. $\Lambda$ is an energy per length, $\Lambda g/K$ is a length, and $e$ times a length divided by a volume is a polarization. The result is nonzero only if $\Lambda$, $g$ and the bracket are all nonzero.

\subsection{Two lemmas on the exchange energy}

\paragraph{Lemma 1.} In the undisplaced crystal, the exchange field of G-type iron on every rare-earth site vanishes.

\emph{Proof.} Each rare-earth site lies on a mirror plane between two iron layers. The mirror pairs an iron neighbour below with one above at the same distance. The two have equal $J$ and opposite $\eta$, so $\sum_i\eta_iJ(r_i)=0$. $\square$

Exchange thus gives no preference between parallel and antiparallel $\mathbf L_R$ and $\mathbf L_F$ at zero displacement. A displacement along $c$ makes the bonds to one layer shorter and those to the other longer, so the two layers no longer cancel each other. A net exchange field then appears unless the up and down iron spins already cancel within each layer, as they do in the undistorted cell with $a=b$ and $x=y=0$.

\paragraph{Lemma 2.} A relative displacement along $c$ gives the energy per formula unit
\begin{equation}
W=\Lambda g\,(u_R-u_F)+O\!\left((u_R-u_F)^3\right).
\label{eq:W}
\end{equation}

\emph{Proof.} Set $q=u_R-u_F$. The bond length changes at first order by
\begin{equation}
\delta r_i=\frac{z_R-z_i}{r_i}\,q .
\end{equation}
Multiplying by $\eta_iJ'(r_i)$ and summing gives $\Lambda q$ for $R_1$, and the spin factor is $g$.

The other sites must contribute with the same sign. Let $\Lambda_j$ be the sum (\ref{eq:lambda}) evaluated at site $j$, and let an operation $h$ carry $j$ to $hj$. The bond components along $c$ acquire the sign $h_{cc}$, and the iron pattern acquires its sign $\eta(h)$. Hence
\begin{equation}
\Lambda_{hj}=h_{cc}\,\eta(h)\Lambda_j,\qquad
\zeta_{hj}\Lambda_{hj}=h_{cc}\,\zeta(h)\eta(h)\,\zeta_j\Lambda_j=\zeta_j\Lambda_j .
\end{equation}
The last equality uses $\zeta(h)\eta(h)=h_{cc}$, which is the G row of the symmetry table. Every site contributes $\Lambda gq$, and there is one rare-earth site per formula unit.

The second derivative of $J(r)$ along $c$ is even in $z_R-z_i$. It is equal for two mirror partners, while their $\eta$ are opposite, so the term in $q^2$ vanishes. The first correction is cubic. $\square$

The same pairing shows that a rare-earth site feels no in-plane exchange force: mirror partners have the same in-plane bond components and opposite signs.

\subsection{Proof of the theorem}

Because $u_R-u_F=q_R-q_F$, the energy to be minimized is
\begin{equation}
U=\Lambda g(q_R-q_F)+\tfrac12K_Rq_R^2+\tfrac12K_Fq_F^2 .
\label{eq:U}
\end{equation}
The equilibrium conditions are
\begin{equation}
\frac{\partial U}{\partial q_R}=\Lambda g+K_Rq_R=0,\qquad
\frac{\partial U}{\partial q_F}=-\Lambda g+K_Fq_F=0,
\end{equation}
and therefore
\begin{equation}
q_R=-\frac{\Lambda g}{K_R},\qquad q_F=+\frac{\Lambda g}{K_F}.
\label{eq:q}
\end{equation}
The opposite signs express action and reaction in a force that depends on the R--Fe distance.

A rigid translation of a neutral crystal creates no polarization. The total Born charge of the three oxygen ions is therefore $-(Z_R+Z_F)$, and
\begin{align}
P_c&=\frac eV\left[Z_Ru_R+Z_Fu_F-(Z_R+Z_F)u_O\right]\nonumber\\
&=\frac eV\left(Z_Rq_R+Z_Fq_F\right).
\label{eq:born}
\end{align}
Substitution of (\ref{eq:q}) gives (\ref{eq:main}). $\square$

The two cations carry charges of the same sign but move in opposite directions relative to oxygen, so their contributions subtract. If $Z_R/K_R=Z_F/K_F$, the striction displaces the ions without producing polarization in this model.

\subsection{Why the orthorhombic distortion matters}

Let $h=c/4$ and define $w(r^2)=-J'(r)/r$, which is positive when antiferromagnetic exchange weakens with distance. In the layer below $R_1$, two neighbours lie near $(\pm a/2,0)$ in the plane and have $\eta=+1$. Two others lie near $(0,\pm b/2)$ and have $\eta=-1$. Call them $a$-type and $b$-type. With
\begin{equation}
D=\sum_{a\text{-type}}w-\sum_{b\text{-type}}w ,
\end{equation}
where each sum has two terms, the lower layer contributes $-hD$ to $\Lambda$. In the upper layer both $z_R-z_i$ and $\eta_i$ change sign, so its contribution is also $-hD$. Therefore
\begin{equation}
\Lambda=-2hD .
\label{eq:LD}
\end{equation}

The squared neighbour distances are
\begin{align}
s_{a\pm}&=\bar s+\tfrac18(a^2-b^2)+\rho\mp xa^2,\\
s_{b\pm}&=\bar s-\tfrac18(a^2-b^2)+\rho\mp yb^2,
\end{align}
with $\bar s=(a^2+b^2)/8+h^2$ and $\rho=x^2a^2+y^2b^2$. These follow from expanding $(x\mp\frac12)^2a^2+y^2b^2+h^2$ and the corresponding expression for $b$. Let $x,y$ be of first order and $a^2-b^2$ of second order in the distortion. Taylor expansion to second order gives
\begin{align}
\sum_\pm w(s_{a\pm})&=2w+2w'\left[\tfrac18(a^2-b^2)+\rho\right]+w''x^2a^4,\\
\sum_\pm w(s_{b\pm})&=2w+2w'\left[-\tfrac18(a^2-b^2)+\rho\right]+w''y^2b^4,
\end{align}
where $w$ and its derivatives with respect to $s=r^2$ are taken at $\bar s$. The terms linear in $x$ and $y$ cancel between the two signs. Subtraction removes $\rho$ as well:
\begin{equation}
D\simeq \tfrac12w'(a^2-b^2)+w''(x^2a^4-y^2b^4).
\label{eq:Dsmall}
\end{equation}

The coupling vanishes when $x=y=0$ and $a=b$. It is of second order in the distortion. If $w$ itself is a decreasing, convex function of $s$, as it is for a power-law $J$, then $w'<0$ and $w''>0$. If $b>a$ and $|y|b^2>|x|a^2$, the first term is positive and the second negative. The cell strain and the rare-earth shift then compete, and $D$ can pass through zero while G-type order persists on both sublattices.

\section{Energy, temperature, fields and a worked case}

\subsection{Quantities carried forward}

The staggered spins have magnitudes $S_R\sigma_R$ and $S_F\sigma_F$, with angle $\theta$ between their axes, and $g=S_RS_F\sigma_R\sigma_F\cos\theta$. The displacements $q_R,q_F$ are measured along $c$ from the oxygen cage, with stiffnesses $K_R,K_F$ and Born charges $Z_R,Z_F$. The volume per formula unit is $V$. The first half established the linear coupling $\Lambda g(q_R-q_F)$ and the polarization (\ref{eq:main}). It also gave $\Lambda=-2hD$, where $h=c/4$ and $D$ is the difference of $w=-J'/r$ summed over $a$-type and $b$-type neighbours.

\subsection{Energy gain and domains}

\paragraph{Corollary 1.} Elimination of the displacements leaves
\begin{equation}
U_{min}=-\frac{(\Lambda g)^2}{2}\left(\frac1{K_R}+\frac1{K_F}\right).
\label{eq:gain}
\end{equation}

\emph{Proof.} With (\ref{eq:q}), the linear term in (\ref{eq:U}) equals $-(\Lambda g)^2(1/K_R+1/K_F)$. The elastic energy equals half of this with positive sign. Their sum is (\ref{eq:gain}). $\square$

The energy depends on $\cos^2\theta$. It favours collinear staggered spins but does not distinguish parallel from antiparallel. Since $P_c\propto\cos\theta$, these two states have opposite polarization. Reversing one magnetic sublattice reverses $P_c$; reversing both restores it. The four sign choices thus form two pairs of equal polarization, and this is the sense in which the ferroelectric and magnetic domains are correlated. If a magnetic field or anisotropy turns one axis to $\theta=90^\circ$, the polarization of this mechanism vanishes.

A uniform polarization also requires this sign correlation to persist from cell to cell. If the G-type rare-earth order is multiplied by a modulation $\cos(\mathbf Q\cdot\mathbf r_j)$ incommensurate with the crystal while iron remains at zero wavevector, the uniform force is proportional to the spatial mean of this cosine. That mean is zero. Local displacements may remain, but their uniform polarization vanishes at linear order.

We have shown that G-type order on both sublattices allows a polarization along $c$, derived its formula and the accompanying energy gain, and found that the coupling depends on a competition between cell strain and rare-earth shift. What remains is the response to electric fields and temperature, a worked example, the in-plane force on iron, and the sensitivity of the result and its comparison with GdFeO$_3$.
